# The effective mass in the field ionization of a silicon donor, part 2

An electron bound to a donor in silicon tunnels out of an ellipsoidal conduction valley in a uniform electric field \(F\). The force \(f=eF\) points along the unit vector \(\mathbf n\). The donor is at the origin, and \(z=\mathbf n\cdot\mathbf r\). The level lies \(E_b\) below the valley edge. The mass tensor is \(M\), with longitudinal mass \(m_l\) and transverse mass \(m_t\), and \(W=M^{-1}\). So far the attraction of the ionized donor outside the core has been left out.

Parts (a) and (b) gave the mass along the force, the decay constant and the leading rate exponent, with rate \(\propto e^{-S}\):

\[
\frac1{m_F}=\mathbf n\cdot W\cdot\mathbf n,\qquad
\kappa(z)=\frac{\sqrt{2m_F(E_b-fz)}}{\hbar},
\]
\[
S=2\int_0^{E_b/f}\kappa\,dz=\frac43\,\frac{\kappa_0E_b}{f},\qquad
\kappa_0=\frac{\sqrt{2m_FE_b}}{\hbar}.
\]

Part (d) treated a one-dimensional delta well \(-\lambda\delta(z)\) with mass \(m\). With \(A=\hbar^2/(2m)\), \(l=(A/f)^{1/3}\), \(\xi=-E/(fl)\) and \(\zeta=\frac23\xi^{3/2}\), its weak-field resonance condition is

\[
\frac1{2\sqrt\xi}\left(1+\frac i2e^{-2\zeta}\right)=\frac1{2\kappa_0l}.
\]

To leading order \(2\zeta=S\), and the width \(\Gamma=-2\,\mathrm{Im}\,E\) is \(\Gamma\approx2E_be^{-S}\).

Part (f) minimized the action over paths,

\[
\mathcal S=\frac2\hbar\int\sqrt{2(E_b-fz)}\;\sqrt{d\mathbf r\cdot M\cdot d\mathbf r}.
\]

In scaled coordinates \(\mathbf r'=M^{1/2}\mathbf r\), every step obeys \(|d\mathbf r'|\ge\sqrt{m_F}\,dz\). The best path is straight, along \(W\mathbf n\), and follows the force when the field is on a principal axis.

The example has \(m_l=0.92\,m_0\), \(m_t=0.19\,m_0\), \(E_b=45\) meV and \(F=0.010\) MV/cm, with \(\hbar^2/(2m_0)=0.03810\) eV nm². The force is 0.0010 eV/nm and the exit lies at \(E_b/f=45\) nm. Subscripts \(l\) (heavy) and \(t\) (light) mark fields along the longitudinal and transverse axes: \(\kappa_{0,l}=1.042\) nm⁻¹, \(\kappa_{0,t}=0.474\) nm⁻¹, \(S_l=62.5\), \(S_t=28.4\). At equal \(E_b\) and \(F\), \(S_l/S_t=\sqrt{m_l/m_t}\approx2.20\).

### (g) What does the attraction of the ionized donor change?

*Restore the potential \(-C/r\), with \(C=e^2/(4\pi\varepsilon_0\varepsilon_r)\). Take the field along a principal axis. Find how the barrier action changes as \(F\to0\), and whether its mass scaling survives.*

**Solution.** On the straight path \(r=z\), and the decay constant is

\[
\kappa_C(z)=\frac{\sqrt{2m_F}}{\hbar}\sqrt{E_b-fz-\frac Cz} .
\]

The barrier lies between the two roots \(z_1<z_2\) of \(fz^2-E_bz+C=0\).

No sideways path has a smaller action. At a given \(z>0\) any point has \(r\ge z\), so the attraction is no stronger than \(C/z\), and the barrier is no lower than on the straight path. A classically allowed point must satisfy \(C/r\ge E_b-fz\), hence \(C/z\ge E_b-fz\) when \(z>0\). This places it at \(z\le z_1\) or \(z\ge z_2\), so every escape path crosses the full interval. The inequality \(|d\mathbf r'|\ge\sqrt{m_F}\,dz\) of part (f) then completes the argument.

For the weak-field limit let \(w=E_b/f\). Beyond a fixed radius \(a\) of several times \(C/E_b\), expand the square root to first order in \(C/z\):

\[
\kappa-\kappa_C\approx\frac{\kappa_0C}{2E_b}\,\frac1{z\sqrt{1-z/w}} .
\]

Twice its integral is the reduction of the exponent from this region:

\[
\frac{\kappa_0C}{E_b}\int_a^w\frac{dz}{z\sqrt{1-z/w}} .
\]

Put \(t=\sqrt{1-z/w}\), so that \(z=w(1-t^2)\) and \(dz=-2wt\,dt\). With \(t_a=\sqrt{1-a/w}\), the integral becomes

\[
\int_0^{t_a}\frac{2\,dt}{1-t^2}=\ln\frac{1+t_a}{1-t_a}\approx\ln\frac{4w}{a},
\]

because \(1-t_a\approx a/(2w)\) when \(a\ll w\). The region inside \(a\) contributes a constant. So do the higher powers of \(C/z\), whose integrals converge at large \(z\). Near the exit the expansion fails over a length of about \(C/E_b\), but \(\kappa\) tends to zero there as \(F\to0\), so that region contributes nothing in the limit. Since \(w\propto1/F\),

\[
\boxed{\;S_C=S-\frac{\kappa_0C}{E_b}\ln\frac1F+O(1)\;}
\]

where changing the unit of \(F\) only changes the constant. The Coulomb tail affects the power of \(F\) in front of the exponential and leaves the leading exponent unchanged.

With \(\varepsilon_r=11.7\), \(C=0.1231\) eV nm. For the light mass the coefficient is \(0.4737\times0.1231/0.045=1.296\). Comparing the full barrier integrals at \(10^{-4}\) and \(10^{-6}\) MV/cm gives 1.295.

At the example's field the correction is large. The potential \(-fz-C/z\) has its maximum where \(f=C/z^2\), and its value there is \(-2\sqrt{Cf}\). The barrier top is thus lowered by 22 meV out of 45 meV. The actions become 43.6 for the heavy direction and 19.8 for the light one, instead of 62.5 and 28.4.

Their ratio is still 2.20. The on-axis potential is the same for both directions, so the mass factors out of the whole integral. The difference in exponent is now 23.8, or about ten powers of ten instead of fifteen. These actions are not complete rates, because the amplitude supplied by the core and the energy of the sideways motion also depend on the direction.

### (h) When can a donor in silicon show the factor 2.2?

*Silicon has six equivalent valleys, two on each cube axis. Decide which valley controls the escape of the ground state for a field along \([001]\), first without strain and then when strain raises the four valleys on the other axes by an energy \(\Delta\).*

**Solution without strain.** The donor core couples the valleys, and the ground state contains all six. It is one state with one energy, so the binding energy is the same for every valley component. For a field along \([001]\), two valleys present \(m_l\) and four present \(m_t\). In a smooth field each component tunnels with its own exponent, and the fluxes add. The light valleys dominate, since \(e^{-S_l}\) is smaller than \(e^{-S_t}\) by nearly fifteen powers of ten in the example, or by about ten with the Coulomb tail of part (g).

A field along \([100]\) gives the same result by cubic symmetry. Turning the field between cube axes therefore does not reveal the factor 2.2 in an unstrained crystal.

**Solution with strain.** Let \(E_b\) be measured from the lowered \([001]\) valleys and held fixed. The state lies \(E_b+\Delta\) below the edge of the raised valleys. For a field along \([001]\) their exponent is

\[
S_t'=S_t\left(1+\frac\Delta{E_b}\right)^{3/2}.
\]

The heavy valleys control the leading exponent if \(S_l<S_t'\). Inserting \(S_l=S_t\sqrt{m_l/m_t}\) and taking the power \(2/3\) of both sides gives

\[
\boxed{\;\Delta>E_b\left[\left(\frac{m_l}{m_t}\right)^{1/3}-1\right]\;}
\]

For the example this is \(45\times0.692=31\) meV. Above this splitting, turning the field from \([001]\) to \([100]\) changes the controlling mass of the selected valleys from \(m_l\) to \(m_t\), and the exponent falls by the factor 2.2. Below it, the factor in the limit \(F\to0\) is \((1+\Delta/E_b)^{3/2}\), because the raised light valleys provide the easier exit for a field along \([001]\). A small share of these valleys in the bound state changes the prefactor but does not remove their exponent.

**A model with two coupled valleys.** This last claim can be derived for delta wells. Let channel \(i\) have edge \(\Delta_i\), and let a real symmetric matrix \(\Lambda\) describe the attraction and coupling at the origin. With \(G_i\) the outgoing Green function of channel \(i\) at the origin, the amplitudes \(v_i\) there obey

\[
\sum_j\Lambda_{ij}v_j=\frac{v_i}{G_i(E)} .
\]

Let \(E_i=\Delta_i-E\) be the binding below edge \(i\), and \(A_i=\hbar^2/(2m_i)\). By part (d), up to small real corrections,

\[
\frac1{G_i}\approx h_i\left(1-\frac i2e^{-S_i}\right),\qquad h_i=2\sqrt{A_iE_i} .
\]

Let \(v\) be the real solution without a field. Multiplying the perturbed equations by \(v_i\) and summing removes the change of \(v\), since \(\Lambda\) is symmetric. The first-order changes of \(1/G_i\) must then satisfy

\[
\sum_iv_i^2\left(\frac{dh_i}{dE}\,\delta E-\frac i2h_ie^{-S_i}\right)=0 .
\]

Since \(dh_i/dE=-h_i/(2E_i)\), solving for \(\delta E\) and using \(\Gamma=-2\,\mathrm{Im}\,\delta E\) gives

\[
\Gamma=\frac{2\sum_iv_i^2h_ie^{-S_i}}{\sum_iv_i^2h_i/E_i} .
\]

All terms in the numerator are positive, so the channel with the smallest exponent wins as \(F\to0\), provided that its amplitude is not zero. For one channel the formula returns \(2E_be^{-S}\).

The full two-channel resonance was solved on both sides of the threshold, near 0.005 MV/cm. At \(\Delta=20\) meV the slope of \(-\ln\Gamma\) against \(1/F\) is 0.493 MV/cm, equal to the raised light-valley value. At 45 meV it is 0.625 MV/cm, the heavy-valley value.

**Strain and binding energy.** If the valley splitting is a shear deformation potential times the difference of strain along and across the valley axis, a rough potential of 9 eV turns 31 meV into a strain difference of 0.35 %. Comparing the barrier actions with the Coulomb tail at 0.010 MV/cm lowers the threshold to 22 meV.

Strain also changes the binding energy itself. Since \(S\propto\sqrt{m_F}\,E_b^{3/2}\), a relative change of 1 % in \(E_b\) changes \(S\) by about 1.5 %. With the Coulomb tail at 0.010 MV/cm the action changes by about 2.2 %. In a real donor the strain considered here changes \(E_b\) by much more than 1 %. Strain weakens the part of the binding that comes from the coupling between valleys, and for a donor such as phosphorus a splitting near 30 meV lowers \(E_b\) by roughly 15 %. The value of 31 meV therefore belongs to a binding energy held at 45 meV; for a real donor the boxed condition needs \(E_b\) at the actual strain, which gives a smaller threshold. Without the Coulomb tail, two different donor states would have equal exponents in the two directions if the binding energy for the light direction were larger by the factor \((m_l/m_t)^{1/3}=1.69\). With the tail at 0.010 MV/cm the factor is about 1.49. The ratio 2.2 is a statement about equal binding energies.

### (i) Up to what temperature does ground-state tunnelling dominate, and how does the model compare with a device?

*Allow the electron to be lifted thermally by an energy \(x\) before it tunnels. Then compare the parameters with those of a real silicon device.*

**Solution.** The combined exponent is \(x/(k_BT)+S_C(E_b-x)\), where \(S_C\) is now regarded as a function of the binding energy. Escape from the ground level has the smallest exponent when this exceeds \(S_C(E_b)\) for every available \(x\), which means

\[
T<T_x=\min_x\frac{x}{k_B\left[S_C(E_b)-S_C(E_b-x)\right]} .
\]

A first estimate leaves out the Coulomb tail. Then \(S\propto E_b^{3/2}\) is steepest at \(x=0\), with slope \(3S/(2E_b)\), so

\[
k_BT_x=\frac{2E_b}{3S}=\frac{2eF\hbar}{4\sqrt{2m_FE_b}} .
\]

This gives 0.48 meV, or 5.6 K, for the heavy direction and 1.06 meV, or 12 K, for the light one. With the Coulomb tail the numerical minimum gives about 5.3 K and 12 K. These values allow every intermediate energy; a real donor offers fewer levels, which can only raise the minimum. At 4 K both directions are in the tunnelling regime of this estimate.

**Comparison with real silicon devices.** The binding energy and masses are roughly those of a shallow donor such as phosphorus, and 4 K is close to the boiling point of liquid helium. A device at room temperature is far above both crossover temperatures, and its donors are not emptied mainly by ground-state tunnelling. For an isolated donor with fixed binding energy, the largest correction to the exponent computed here at 0.010 MV/cm comes from the donor charge. The attraction of that charge lowers the actions by 18.9 and 8.6, which multiplies the on-axis barrier factors by about \(2\times10^8\) and \(5\times10^3\). The potential barrier on the axis vanishes at \(E_b^2/(4Ce)=0.041\) MV/cm. The zero-point energy of the sideways motion, left out of these actions, raises the effective barrier, and the effect is not small. For an isotropic mass the Coulomb problem separates in parabolic coordinates. With mass 0.19 \(m_0\) the action at 0.010 MV/cm is then about 25 instead of 19.8, and the barrier closes near 0.1 MV/cm. With mass 0.92 \(m_0\) the action is about 49 instead of 43.6. The exponent computed here has no use at the larger fields found in many junctions.

Several other effects can be estimated for these numbers. An upper estimate of the second-order Stark shift is \(f^2\kappa_{0,t}^{-2}/(30\ \text{meV})=0.15\) meV, where 30 meV is a rough gap to the lowest odd excited states; it would change the heavy exponent by 0.3. The estimate overstates the spread of the state and places all dipole strength at the lowest gap. For an isotropic light mass with the Coulomb tail and a level at 45 meV, the full second-order sum is about 0.04 meV. At a density \(n=10^{15}\) donors per cm³ the length \(n^{-1/3}\) is 100 nm, but randomly placed donors are often closer. The chance of a neighbour within the exit distance \(d=45\) nm, in any direction, is \(1-\exp(-4\pi nd^3/3)\approx0.32\). The model of an isolated donor therefore calls for a lower density. For tunnelling between bands the triangular formula is not suitable, because it uses the decay constant belonging to a single band edge. With a rough band gap of 1.2 eV and the light mass it would give 3900, while a simple two-band dispersion for a direct gap, with the same mass at both edges, gives about 2300. Silicon has an indirect gap, so neither number is a prediction for it, but both are far above the donor exponents. The field is about 3 % of a rough avalanche field of 0.3 MV/cm.

Free carriers are a separate matter. Without scattering, an electron gains 45 meV over every 45 nm and could then ionize another donor by impact. The model therefore applies to a region depleted of free carriers, and it gives no estimate of that additional process.

## Computed values

```
INPUTS (rough typical values, silicon donor)
longitudinal, transverse mass: 0.92, 0.19 m0
binding energy: 45 meV
field: 0.010 MV/cm; temperature: 4 K
relative permittivity: 11.7
LEADING EXPONENT
hbar^2/(2 m0): 0.03810 eV nm^2
force eF: 0.0010 eV/nm; exit distance: 45.0 nm
kappa at start, heavy: 1.0424 1/nm
kappa at start, light: 0.4737 1/nm
S*F heavy, light: 0.6254, 0.2842 MV/cm
S heavy, light: 62.54, 28.42
ratio sqrt(m_l/m_t): 2.2005
log10 of exp(S_l-S_t): 14.82
binding-energy factor undoing ratio: 1.692
EXACT DELTA-WELL RESONANCES
slope near 0.005 MV/cm, heavy: 0.6254 MV/cm
slope near 0.005 MV/cm, light: 0.2841 MV/cm
ratio of slopes: 2.2011
width heavy, light: 6.076e-29, 3.913e-14 eV
width/(2 E_b exp(-S)) heavy, light: 0.9821, 0.9601
FIELD AT 45 DEGREES TO THE HEAVY AXIS
mass 1/(n.W.n): 0.3150 m0
S best path, path along field: 36.59, 48.58
S with side momentum 0.2 1/nm: 40.00
STRAIN-SPLIT VALLEYS, FIELD ALONG HEAVY AXIS
threshold splitting: 31.1 meV
same with Coulomb tail: 21.9 meV
shear deformation potential (rough): 9 eV
strain difference needed: 0.35 %
slope at 20 meV: 0.4934 MV/cm
raised light-valley formula: 0.4934 MV/cm
slope at 45 meV: 0.6254 MV/cm
NEGLECTED EFFECTS
Coulomb strength C: 0.1231 eV nm
barrier lowering: 22.2 meV
barrier closes at: 0.0411 MV/cm
action with Coulomb, heavy, light: 43.61, 19.82
log coefficient, formula: 1.2956
log coefficient, quadrature: 1.2951
Coulomb share of S at 1e-6 MV/cm: 7.19e-05
thermal crossover heavy, light: 5.3, 11.8 K
gap to odd states (rough): 30 meV
Stark shift, rough upper size: 0.149 meV
its effect on heavy S: 0.31
donor density: 1e+15 cm^-3
donor spacing: 100 nm
band gap (rough): 1.2 eV
band-to-band exponent, rough: 3914
avalanche field (rough): 0.3 MV/cm
field/avalanche field: 0.033
```
